\section*{Why a Pulsed-Plate Ferroelectric Memory Restores 0 and 1 at Different Times}

\section{Signs and rails}

Q: I read a ferroelectric memory cell by pulsing its plate line. The sense amplifier then decides between 0 and 1 and drives the bit line to the matching rail. I would expect both data states to be written back at that moment. Why does the cycle have to go on until the plate is low again?

A: The capacitor responds to the difference between its two terminals, and the amplifier controls one of them. Let the access transistor be on, and wait until currents have died out, so that the inner electrode of the capacitor is at the bit-line voltage. The cell voltage is then
\begin{equation}
V=V_{\rm plate}-V_{\rm bit}.
\label{eq:v}
\end{equation}
Count the polarization $P$ as positive when a positive $V$ favours it. Data 0 is $P=+P_r$ and data 1 is $P=-P_r$, where $P_r$ is the remanent polarization. Writing a 0 takes a sufficiently positive $V$, and writing a 1 a sufficiently negative one.

Both lines move between $0$ and the supply voltage $V_{DD}$. Put $0\le V_{\rm bit}\le V_{DD}$ into Eq.~\eqref{eq:v} for the two plate levels:
\begin{align}
V_{\rm plate}=V_{DD}:&\qquad 0\le V\le V_{DD},\label{eq:high}\\
V_{\rm plate}=0:&\qquad -V_{DD}\le V\le 0.\label{eq:low}
\end{align}
With the plate high, no permitted bit-line level makes $V$ negative, so a 1 cannot be written. With the plate low, a 0 cannot be written.

Q: And the amplifier's decision selects which phase does the work?

A: Yes. It holds the bit line at $0$ for a 0 and at $V_{DD}$ for a 1. The cell voltages are
\begin{align}
\text{data 0:}&\quad V=V_{DD}-0=+V_{DD}\ \text{(plate high)},\quad V=0-0=0\ \text{(plate low)},\label{eq:zero}\\
\text{data 1:}&\quad V=V_{DD}-V_{DD}=0\ \text{(plate high)},\quad V=0-V_{DD}=-V_{DD}\ \text{(plate low)}.\label{eq:one}
\end{align}
Each state receives the full voltage of the right sign in one phase and zero volts in the other. At zero volts a film with symmetric, nonzero coercive voltages keeps its polarization, so the idle phase does no harm.

Q: Could a plate at a fixed voltage do both jobs at once?

A: It could, provided the film switches fully at a reduced voltage. With the plate fixed at $V_p$ between the rails, a 0 receives $V_p$ and a 1 receives $V_p-V_{DD}$. The two magnitudes add up to
\begin{equation}
V_p+(V_{DD}-V_p)=V_{DD},
\end{equation}
so the smaller one is at most $V_{DD}/2$. Moving the plate gives each state the whole $V_{DD}$, at the price of two phases.

\section{What the read does to the film}

Q: Why does a 1 need restoring at all? I only wanted to read it.

A: Reading means raising the plate while the bit line floats, and Eq.~\eqref{eq:high} says that this drives every cell towards 0. To find how far a 1 is driven, take a film made of independent regions. A region of coercive voltage $V_c$ turns positive when $V>V_c$ and negative when $V<-V_c$. Let $F(V)$ be the share of the film with $V_c<V$. The charge on the plate-side electrode is
\begin{equation}
Q=C_FV+AP,
\end{equation}
with $A$ the area and $C_F$ the linear capacitance of the film. The other electrode carries $-Q$ and is joined to the floating bit line of capacitance $C_B$. Their total charge $C_BV_{\rm bit}-Q$ cannot change. Before the pulse $V_{\rm bit}=0$, $V=0$ and $P=-P_r$, so this total is $+AP_r$. Hence
\begin{equation}
C_BV_{\rm bit}=Q+AP_r=C_FV+A(P+P_r).
\label{eq:node}
\end{equation}
As $V$ rises slowly from zero, the share $F(V)$ is reversed. The polarization is then $P=P_r[F-(1-F)]=P_r(2F-1)$, which gives $A(P+P_r)=2P_rA\,F$. Write $Q_s=2P_rA$ for the full switching charge. With the plate at $V_{DD}$, $V_{\rm bit}=V_{DD}-V$, and Eq.~\eqref{eq:node} becomes
\begin{equation}
Q_sF(V)+C_FV=C_B(V_{DD}-V).
\label{eq:read}
\end{equation}
The left side rises with $V$ from nearly zero and the right side falls to zero at $V_{DD}$, so there is one root, $V_1$. The bit line settles at $V_{DD}-V_1$, and the share $F(V_1)$ of the stored 1 has been reversed.

Q: And a stored 0?

A: It is already positive, so nothing switches and the term with $Q_s$ is absent. From $C_FV=C_B(V_{DD}-V)$ and $V=V_{DD}-V_{\rm bit}$ we get $C_F(V_{DD}-V_{\rm bit})=C_BV_{\rm bit}$, or
\begin{equation}
V_{\rm bit}=\frac{C_F}{C_F+C_B}\,V_{DD}.
\label{eq:zerolevel}
\end{equation}
This lies below the level of a 1: at the cell voltage of a read 0, the left side of Eq.~\eqref{eq:read} exceeds the right by the switching term, so $V_1$ must be smaller and its bit line higher. A reference between the two levels lets the amplifier tell them apart. It pulls the higher level up to $V_{DD}$ and the lower one down to $0$, which are the levels that Eqs.~\eqref{eq:zero} and \eqref{eq:one} require.

\section{Numbers for a hafnia cell}

Q: Please put numbers in.

A: Take a 10 nm hafnium-zirconium oxide film of area $0.16\ \mu{\rm m}^2$ with $P_r=20\ \mu{\rm C/cm^2}$ and relative permittivity 30, at $V_{DD}=2.5$ V and $C_B=100$ fF. Let $V_c$ be normally distributed with mean 1.10 V and standard deviation 0.25 V. Since $20\ \mu{\rm C/cm^2}=200\ {\rm fC}/\mu{\rm m}^2$,
\begin{equation}
Q_s=2\times200\times0.16=64\ {\rm fC},
\end{equation}
and the parallel-plate formula gives $C_F=4.25$ fF. Solving Eq.~\eqref{eq:read} by numerical root finding gives $V_1=1.786$ V and $F(V_1)=0.997$. The bit line rises to $2.5-1.786=0.714$ V for a 1. For a 0 it rises to $2.5\times4.25/104.25=0.102$ V. The reference is put midway, at 0.408 V.

To follow the whole cycle, I integrate the circuit in time with 200 regions and explicit steps of 4 ps. A region relaxes to its new direction with a time constant of 1 ns while its coercive voltage is exceeded. The access transistor is a 5 k$\Omega$ resistor, which presumes a word line boosted enough to pass $V_{DD}$. The amplifier is a 1 k$\Omega$ connection to the chosen rail. The plate rises in 2 ns, the amplifier acts 12 ns later, and after another 15 ns the plate falls in 2 ns. The bit line is held for 15 ns more and then discharged. The results are:

\begin{center}
\begin{tabular}{lrrr}
 & $V_{\rm bit}$ (V) & $V$ (V) & $P/P_r$\\
\hline
0, plate high, before latch & 0.102 & 2.398 & 1.000\\
0, plate high, latched & 0.000 & 2.500 & 1.000\\
0, plate low, line held & 0.000 & 0.000 & 1.000\\
1, plate high, before latch & 0.715 & 1.785 & 0.999\\
1, plate high, latched & 2.500 & 0.000 & 0.999\\
1, plate low, line held & 2.500 & $-2.500$ & $-1.000$
\end{tabular}
\end{center}

The fifth row holds the answer to your first question. The amplifier has recognised the 1 and the bit line carries it at full level, yet the film is still polarized as a 0. For that interval the datum exists only in the amplifier and in the charge of the bit line, not in the film.

Q: The static balance gives $P/P_r=2\times0.997-1=0.994$ after the read, but your table says 0.999.

A: The plate rises about as fast as the film switches, so at first the bit line has not yet risen to its final level and $V$ exceeds $V_1$. Some regions with $V_c>V_1$ are reversed in that interval, and they do not turn back when $V$ settles. Here $V$ peaks at about 1.91 V. Part of the difference comes from dividing the film into only 200 regions: with 1000 or more the value settles at 0.997, so the last digit of the table entry is uncertain by 0.002. The static 0.994 is reached only when the division is fine and the plate edge is also slow, for example 100 ns.

\section{Is a 0 really restored?}

Q: In your table the 0 never changes. What is there to restore?

A: For a healthy 0, nothing: the positive voltage is a refresh. Suppose instead that one fifth of the film, spread evenly over the coercive voltages, has lost its direction, so that the cell starts at $P/P_r=0.6$. If the lost share $w$ is switched back during the read, it adds the charge $wQ_s$:
\begin{equation}
wQ_s+C_F(V_{DD}-V_{\rm bit})=C_BV_{\rm bit}
\quad\Rightarrow\quad
V_{\rm bit}=\frac{C_FV_{DD}+wQ_s}{C_F+C_B}.
\label{eq:weak}
\end{equation}
For $w=0.2$ this is $(10.6+12.8)/104.25=0.22$ V, still below the reference, so the cell is read correctly. The cell voltage is about 2.28 V, far above the mean coercive voltage. In the time integration $P/P_r$ is back at 1.000 before the amplifier acts. In this example, then, the plate pulse itself makes the repair, and the amplifier raises the cell voltage the rest of the way to 2.5 V and keeps it there.

The repair has a limit. By Eq.~\eqref{eq:weak} the bit line reaches the midway reference when $w$ is about one half. Beyond that the cell is taken for a 1 and will be written as one.

\section{The falling edge}

Q: Does the 1 come back at the moment the plate reaches zero?

A: It starts earlier. With the bit line held at $V_{DD}$, a region turns negative once $V_{\rm plate}-V_{DD}<-V_c$, that is, when
\begin{equation}
V_{\rm plate}<V_{DD}-V_c.
\label{eq:edge}
\end{equation}
On a very slow edge, half of the film would be back when the plate has fallen to $2.50-1.10=1.40$ V. The time integration with 100 ns edges gives 1.36 V.

The difference has two sources. The plate moves at 0.025 V/ns, so a switching delay of 1 ns accounts for about 0.025 V. The peak density of the normal distribution is $1/(0.25\sqrt{2\pi})=1.6$ per volt, so the switching current is about $64\times1.6\times0.025=2.6\ \mu$A. Through 6 k$\Omega$, the transistor and amplifier in series, it drops about 0.015 V. Together these make 0.04 V.

So ``after the plate returns low'' is accurate for the full restoring voltage, while the switching begins on the edge. The low level must then last long enough for the slowest regions to finish.

\section{What holding the bit line achieves}

Q: Suppose the amplifier never acts. The plate goes up and comes down, so would the film not simply switch back?

A: Hardly. Let the plate return to $0$ with the bit line floating at a voltage $u$, so that $V=-u$. The read reversed the share $F(V_1)$, and of this the share $F(u)$ turns back, provided $u<V_1$. Equation~\eqref{eq:node} still holds, because the charge of the floating node is unchanged:
\begin{equation}
C_Bu=-C_Fu+Q_s[F(V_1)-F(u)],
\end{equation}
or
\begin{equation}
(C_B+C_F)u=Q_s[F(V_1)-F(u)].
\label{eq:off}
\end{equation}
The right side is at most $Q_s$, so $u\le64/104.25=0.61$ V, well under the mean coercive voltage. The numerical root is $u=0.598$ V. After the bit line is discharged, the time integration leaves $P/P_r=0.95$. Only about 2.5\% of the film points in the direction of a 1, and the datum is lost.

Q: Then let the amplifier drive the line to $V_{DD}$ and let go just before the plate falls. Is a charged bit line enough?

A: In this idealized film it is just enough. The released line starts at $V_{DD}$ with $V=0$. As the plate falls, the line gives up charge to the capacitor and ends at $u$. The charge it loses equals the charge the film takes up:
\begin{equation}
C_B(V_{DD}-u)=C_Fu+Q_sF(u),\qquad u\le V_1.
\label{eq:release}
\end{equation}
This is Eq.~\eqref{eq:read} with $u$ in place of $V$, so $u=V_1$. The reverse voltage equals the voltage of the read and turns back the same regions that the read reversed. The time integration gives $V=-1.785$ V and a final $P/P_r=-0.999$.

The result rests on a symmetric film and on enough time to switch at 1.79 V. Holding the line replaces this bare equality by the full 2.5 V. For that the amplifier must deliver, from the start of the falling edge until the film has finished switching,
\begin{equation}
Q_sF(V_1)+C_FV_{DD}=63.8+10.6=74.4\ {\rm fC},
\end{equation}
against 74.6 fC in the time integration, where slightly more of the film had been reversed. In the released case the 100 fF line ends at 1.79 V and supplies $63.8+4.25\times1.79=71.4$ fC unaided, which costs it 0.71 V.

Q: Does the film's own history help to decide what is restored?

A: Not once the line is held firmly. If I start from a stored 1 but force the bit line to $0$ after the read, the cell sees $+2.5$ V while the plate is high and $0$ V afterwards. It ends at $P/P_r=+1.000$, a clean 0. The history enters through the read signal; after that the held level decides. A wrong decision is therefore written back as firmly as a right one.

Q: What changes with a much shorter bit line?

A: Take 30 fF, all else equal except for plate edges of 100 ns, slow enough for the static balance to apply. A small line rises further for a given charge and so takes more voltage away from the cell. Equation~\eqref{eq:read} now gives a bit-line level of 1.36 V and a reversed share of 0.56, and the time integration agrees to within 0.003 V and 0.002. The read destroys only a little over half of the 1. With 2 ns edges the overshoot raises the share to 0.63 and the bit-line level to 1.49 V. The order of restoration is the same, since Eqs.~\eqref{eq:high} and \eqref{eq:low} do not contain $C_B$, and with the line held the cell ends at $P/P_r=-1.000$.

\section{How far to trust the model}

Q: How does this compare with a real hafnia capacitor?

A: The thickness, polarization, permittivity and coercive field of about 1.1 MV/cm are rough typical values for such films, not data of one device. The assumption most plainly broken is the fixed switching time: real films switch more slowly at lower voltage. Take a time proportional to $\exp(V_a/V)$, with $V_a=10$ V as a rough strength. Switching at 1.79 V is then 4.9 times slower than at 2.5 V. If the 1 ns belongs to 2.5 V, the 15 ns allowed after the plate falls amount to about three time constants at 1.79 V, and at that constant voltage $e^{-3}\approx5\%$ of the film would stay unrestored. A line released early does somewhat better, because its voltage starts higher and sinks to 1.79 V only as the film switches. A remainder is still left, and here holding the line pays. Without a boosted word line, a transistor threshold of 0.6 V would limit the restoring voltage of a 1 to 1.9 V and slow it 3.5 times.

Q: And is zero volts truly harmless in the idle phase?

A: Nearly, for these numbers. A built-in shift (imprint) of 0.3 V would exceed the coercive voltage of 0.07\% of the film. A non-ferroelectric layer of thickness $d=0.5$ nm at an electrode has a similar effect. Let the film have thickness $t$, and give both the permittivity $\epsilon$. Continuity of the displacement, $\epsilon E_f+P=\epsilon E_d$, and zero total voltage, $E_ft+E_dd=0$, give
\begin{equation}
E_ft=-\frac{P}{\epsilon(1/d+1/t)}.
\end{equation}
Its magnitude is 0.36 V, which exceeds the coercive voltage of 0.15\% of the film. This small figure depends on the equal permittivities. A layer of relative permittivity 20 gives 0.53 V and about 1\%; one of 10 gives 0.98 V, and about 10\% of the film reverses before the reduced polarization stops the process. Even at 30 the layer takes a share of the write voltage, leaving about 2.0 V of the 2.5 V on the fully switched film, and it carries 7 MV/cm at zero volts, above the rough breakdown field used below. A real layer this thin would probably leak or trap charge, so the estimate is only a guide. A shift comparable with the mean coercive voltage would be another matter: zero volts would then no longer preserve both states, and the argument would fail.

Three further effects can be sized in the same rough way. The field of 2.5 MV/cm is 0.62 of a rough breakdown field of 4 MV/cm, so raising the supply to restore faster would meet breakdown at about 1.6 times the present voltage at most; a film that is cycled many times can fail at lower fields. A leakage of $10^{-4}\ {\rm A/cm^2}$ for 20 ns carries about $3\times10^{-6}$ fC, negligible beside 64 fC. The thermal noise of the bit line, $\sqrt{k_BT/C_B}$, is 0.22 mV at 358 K, against 0.31 V between either read level and the reference.

All numerical values are calculated from the stated model.
